**Corbino magnetoresistance of a one-carrier Drude sheet**

The program tests $R(B)=\ln(b/a)\,(1+\mu^2B^2)/(2\pi ne\mu)$, where $n$ is the sheet density, $\mu$ the mobility, $B$ the perpendicular field, and $a$ and $b$ the contact radii. It integrates the Drude equation of motion from rest and asserts that the resulting tensor has a field-independent longitudinal resistivity. A finite-element solver with the full conductivity tensor then asserts the ring's resistance, circulating current and heat, the field factor for an off-centre contact, and the constant longitudinal resistivity of a long bar. For the graphene example, the ring's resistance rises from 34.4 Ω to 172.1 Ω at 1 T, while the bar's resistivity stays at 156 Ω per square. An assumed contact resistance of 4.0 Ω lowers the mobility found from the resistance ratio by about 5%, whereas the resistance difference recovers the input mobility. The output also sizes thermal spread of mobility, density puddles, Landau quantisation, weak localisation, the mean free path and carrier heating. With relaxation time inversely proportional to energy, the longitudinal resistivity at 1 T rises by 1.7% at 77 K and by 22% at 300 K, which marks the limit of the single-mobility assumption.

## Verification by program

```python
"""
Result under test: a one-carrier Drude sheet between concentric contacts has
    R(B) = ln(b/a) / (2 pi n e mu) * (1 + (mu B)^2),
while its longitudinal resistivity 1/(n e mu) is independent of B.
n: sheet density, mu: mobility, B: perpendicular field, a, b: contact radii,
beta = mu B. Carriers are electrons (charge -e), B points along +z.
Independent roads: time integration of the Drude equation, and finite elements
with the full conductivity tensor for a ring, an off-centre ring and a bar.
The example is graphene with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, fsolve
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit, spence

e, hbar, k_B, h = const.e, const.hbar, const.k, const.h

# ---------- example parameters (SI inside the program) ----------
density = 2e12 * 1e4             # 1/m^2
mobility = 20000 * 1e-4          # m^2/Vs
r_in, r_out = 10.0, 40.0         # micrometres
B_max = 1.0                      # T
temperature = 77.0               # K
current = 1e-6                   # A
fermi_velocity = 1e6             # m/s
contact_width_resistance = 200.0 # ohm micrometre
puddle_fraction = 0.05           # relative density fluctuation

sigma0 = density * e * mobility
beta_max = mobility * B_max
geometry = np.log(r_out / r_in) / (2 * np.pi)


def corbino_resistance(B):
    return geometry / sigma0 * (1 + (mobility * B) ** 2)


def drude_tensor(beta):
    return sigma0 / (1 + beta**2) * np.array([[1, -beta], [beta, 1]])


# ---------- Drude tensor from the equation of motion ----------
def tensor_from_motion(beta):
    """Conductivity / sigma0; time in units of tau, velocity in mu*E."""
    columns = []
    for field in np.eye(2):
        def rate(t, u):
            u_cross_z = np.array([u[1], -u[0]])
            return -field - beta * u_cross_z - u
        run = solve_ivp(rate, (0, 40), [0, 0], rtol=1e-9, atol=1e-11)
        columns.append(-run.y[:, -1])
    return np.array(columns).T


for beta in (0.0, 0.5, 2.0):
    measured = tensor_from_motion(beta)
    assert np.allclose(measured, drude_tensor(beta) / sigma0, atol=1e-6)
    resistivity = np.linalg.inv(measured)
    assert abs(resistivity[0, 0] - 1) < 1e-5
    assert abs(resistivity[0, 1] - beta) < 1e-5


# ---------- finite elements for div(sigma grad phi) = 0 ----------
def grid_triangles(rows, cols, periodic):
    i, k = np.meshgrid(np.arange(rows - 1),
                       np.arange(cols if periodic else cols - 1),
                       indexing="ij")
    k_next = (k + 1) % cols
    p00, p10 = i * cols + k, (i + 1) * cols + k
    p11, p01 = (i + 1) * cols + k_next, i * cols + k_next
    lower = np.stack([p00, p10, p11], axis=-1).reshape(-1, 3)
    upper = np.stack([p00, p11, p01], axis=-1).reshape(-1, 3)
    return np.vstack([lower, upper])


def solve_sheet(xy, tri, tensor, source, drain):
    """Source at 1 V, drain at 0 V, no current through any other edge."""
    p = xy[tri]
    d1, d2 = p[:, 1] - p[:, 0], p[:, 2] - p[:, 0]
    det = d1[:, 0] * d2[:, 1] - d1[:, 1] * d2[:, 0]
    g1 = np.stack([d2[:, 1], -d2[:, 0]], axis=1) / det[:, None]
    g2 = np.stack([-d1[:, 1], d1[:, 0]], axis=1) / det[:, None]
    grad = np.stack([-g1 - g2, g1, g2], axis=1)
    area = np.abs(det) / 2
    flux_shape = np.einsum("ab,mjb->mja", tensor, grad)
    local = np.einsum("m,mia,mja->mij", area, grad, flux_shape)
    row = np.repeat(tri, 3, axis=1).ravel()
    col = np.tile(tri, (1, 3)).ravel()
    size = len(xy)
    K = coo_matrix((local.ravel(), (row, col)), shape=(size, size)).tocsr()
    phi = np.zeros(size)
    phi[source] = 1.0
    free = np.setdiff1d(np.arange(size), np.concatenate([source, drain]))
    phi[free] = spsolve(K[free][:, free].tocsc(), -(K @ phi)[free])
    total = (K @ phi)[source].sum()
    E = -np.einsum("mj,mja->ma", phi[tri], grad)
    return total, phi, E @ tensor.T, area, p.mean(axis=1)


def solve_ring(beta, offset=0.0, layers=61, spokes=180):
    s = np.linspace(0, 1, layers)[:, None]
    angle = 2 * np.pi * np.arange(spokes)[None, :] / spokes
    radius = r_in * (r_out / r_in) ** s
    shift = offset * (r_out - radius) / (r_out - r_in)
    x = shift + radius * np.cos(angle)
    y = radius * np.sin(angle)
    xy = np.stack([x.ravel(), y.ravel()], axis=1)
    inner = np.arange(spokes)
    outer = inner + (layers - 1) * spokes
    return solve_sheet(xy, grid_triangles(layers, spokes, True),
                       drude_tensor(beta), inner, outer)


fields = [0.0, 0.25, 0.5, 1.0]
ring_R = []
for B in fields:
    ring_R.append(1 / solve_ring(mobility * B)[0])
    # tolerance: discretisation error of the curved mesh
    assert abs(ring_R[-1] / corbino_resistance(B) - 1) < 3e-3

# circulating current and heat, scaled to unit radial current
I_ring, _, j, area, centre = solve_ring(beta_max)
r = np.hypot(centre[:, 0], centre[:, 1])
j_r = (j * centre).sum(axis=1) / r
j_t = (centre[:, 0] * j[:, 1] - centre[:, 1] * j[:, 0]) / r
circulating = (j_t * area / r).sum() / (2 * np.pi) / I_ring
assert abs(circulating / (beta_max * geometry) - 1) < 1e-2
heat_radial = (j_r**2 * area).sum() / sigma0 / I_ring**2
heat_hall = (j_t**2 * area).sum() / sigma0 / I_ring**2
assert abs((heat_radial + heat_hall) * I_ring - 1) < 1e-6
assert abs(heat_radial / corbino_resistance(0) - 1) < 1e-2
added_R = corbino_resistance(B_max) - corbino_resistance(0)
assert abs(heat_hall / added_R - 1) < 1e-2

# off-centre inner contact: same field factor, different geometry factor
offset = 15.0
R_off_0 = 1 / solve_ring(0.0, offset)[0]
R_off_B = 1 / solve_ring(beta_max, offset)[0]
off_ratio = R_off_B / R_off_0
assert abs(off_ratio / (1 + beta_max**2) - 1) < 1e-6
bipolar = np.arccosh((r_in**2 + r_out**2 - offset**2) / (2 * r_in * r_out))
assert abs(R_off_0 * 2 * np.pi * sigma0 / bipolar - 1) < 1e-2

# long bar with insulating edges: length 8, width 1
nx, ny = 241, 31
X, Y = np.meshgrid(np.linspace(0, 8, nx), np.linspace(0, 1, ny), indexing="ij")
bar_xy = np.stack([X.ravel(), Y.ravel()], axis=1)
left = np.arange(ny)
I_bar, phi_bar, *_ = solve_sheet(bar_xy, grid_triangles(nx, ny, False),
                                 drude_tensor(beta_max), left,
                                 left + (nx - 1) * ny)
phi_bar = phi_bar.reshape(nx, ny)
bar_rho = (phi_bar[90, 0] - phi_bar[150, 0]) / (2 * I_bar)
bar_hall = (phi_bar[120, -1] - phi_bar[120, 0]) / I_bar
assert abs(bar_rho * sigma0 - 1) < 3e-3
assert abs(bar_hall / (B_max / (density * e)) - 1) < 3e-3

# ---------- contact resistance and mobility extraction ----------
R_contact = contact_width_resistance / (2 * np.pi) * (1 / r_in + 1 / r_out)
R_meas_0, R_meas_B = ring_R[0] + R_contact, ring_R[-1] + R_contact
mu_ratio = np.sqrt(R_meas_B / R_meas_0 - 1) / B_max
mu_slope = (R_meas_B - R_meas_0) * density * e / (geometry * B_max**2)
assert abs(mu_slope / mobility - 1) < 5e-3

# ---------- thermal spread of mobility in the Dirac bands ----------
E_F = hbar * fermi_velocity * np.sqrt(np.pi * density)


def chemical_potential(T):
    """Fixes electrons minus holes, each density being a dilogarithm."""
    degeneracy = E_F / (k_B * T)

    def excess(eta):
        electrons = -spence(1 + np.exp(eta))
        holes = -spence(1 + np.exp(-eta))
        return 2 * (electrons - holes) - degeneracy**2
    return k_B * T * brentq(excess, 0, degeneracy + 1)


def thermal_ratios(T, power):
    """Relaxation time ~ |E|^power; returns R(B)/R(0), rho_xx(B)/rho_xx(0)."""
    kT = k_B * T
    chem = chemical_potential(T)
    eps = np.linspace(0, chem + 40 * kT, 100001)
    net = eps * (expit((chem - eps) / kT) - expit((-chem - eps) / kT))
    net_density = 2 * trapezoid(net, eps) / (np.pi * (hbar * fermi_velocity)**2)
    assert abs(net_density / density - 1) < 1e-5
    E = chem + kT * np.linspace(-40, 40, 200000)
    window = 1 / (4 * kT * np.cosh((E - chem) / (2 * kT)) ** 2)
    sigma_E = np.abs(E / E_F) ** (power + 1)
    sigma_E *= sigma0 / trapezoid(window * sigma_E, E)
    x = B_max * sigma_E / (e * density * (E / E_F) ** 2) * np.sign(E)
    s_xx = trapezoid(window * sigma_E / (1 + x**2), E)
    s_xy = trapezoid(window * sigma_E * x / (1 + x**2), E)
    return sigma0 / s_xx, sigma0 * s_xx / (s_xx**2 + s_xy**2)


uniform_mu = thermal_ratios(temperature, 1)
assert abs(uniform_mu[0] / (1 + beta_max**2) - 1) < 1e-5
assert abs(uniform_mu[1] - 1) < 1e-5
spread_cold = thermal_ratios(temperature, -1)
spread_warm = thermal_ratios(300.0, -1)


# ---------- density puddles: two equal phases, effective medium ----------
def puddle_sigma_xx(beta):
    phases = [(1 + s * puddle_fraction) * (1 + 1j * beta) / (1 + beta**2)
              for s in (-1, 1)]

    def balance(v):
        eff = v[0] + 1j * v[1]
        total = sum((p - eff) / (p + np.conj(eff)) for p in phases)
        return [total.real, total.imag]
    start = [1 / (1 + beta**2), beta / (1 + beta**2)]
    root = fsolve(balance, start, xtol=1e-12)
    assert np.max(np.abs(balance(root))) < 1e-9
    return root[0]


assert abs(puddle_sigma_xx(0) - np.sqrt(1 - puddle_fraction**2)) < 1e-8
puddle_ratio = puddle_sigma_xx(0) / puddle_sigma_xx(beta_max)

# ---------- remaining neglected effects ----------
tau = mobility * E_F / (e * fermi_velocity**2)
free_path = fermi_velocity * tau
landau_gap = hbar * e * B_max * fermi_velocity**2 / E_F
X_T = 2 * np.pi**2 * k_B * temperature / landau_gap
thermal_damping = X_T / np.sinh(X_T)
localisation = e**2 / (np.pi * h) / sigma0
E_inner = current / (2 * np.pi * r_in * 1e-6 * drude_tensor(beta_max)[0, 0])

# ---------- printed numbers ----------
print(f"Sheet density: {density*1e-4:.2e} cm^-2")
print(f"Mobility: {mobility*1e4:.0f} cm^2/Vs")
print(f"Inner, outer radius: {r_in:.0f}, {r_out:.0f} um")
print(f"Temperature: {temperature:.0f} K; current: {current*1e6:.1f} uA")
print(f"Sheet conductivity at B=0: {sigma0*1e3:.3f} mS")
print(f"Longitudinal resistivity: {1/sigma0:.2f} ohm per square")
print(f"ln(b/a): {np.log(r_out/r_in):.4f}; ln(b/a)/(2 pi): {geometry:.4f}")
for B, R_num in zip(fields, ring_R):
    R = corbino_resistance(B)
    print(f"B={B:.2f} T: mu*B={mobility*B:.2f}, R={R:.2f} ohm, "
          f"R/R0={R/corbino_resistance(0):.3f}, elements {R_num:.2f} ohm")
print(f"sigma_xx at 1 T: {drude_tensor(beta_max)[0,0]*1e3:.3f} mS")
print(f"sigma_yx at 1 T: {drude_tensor(beta_max)[1,0]*1e3:.3f} mS")
print(f"Hall resistance B/(ne) at 1 T: {B_max/(density*e):.2f} ohm")
print(f"Bar at 1 T, elements: rho_xx={bar_rho:.2f} ohm per square")
print(f"Bar at 1 T, elements: Hall resistance={bar_hall:.2f} ohm")
print(f"Circulating current at 1 T: {beta_max*geometry*current*1e6:.3f} uA")
print(f"Same from elements: {circulating*current*1e6:.3f} uA")
print(f"Radial-current heat / I^2 at 1 T, elements: {heat_radial:.2f} ohm")
print(f"Hall-current heat / I^2 at 1 T, elements: {heat_hall:.2f} ohm")
print(f"Inner contact moved by {offset:.0f} um: R0={R_off_0:.2f} ohm, "
      f"R(1 T)/R0={off_ratio:.4f}")
print(f"Contact resistance x width: {contact_width_resistance:.0f} ohm um")
print(f"Total contact resistance: {R_contact:.2f} ohm, "
      f"{100*R_contact/corbino_resistance(0):.1f} % of R0")
print(f"Mobility from R(1 T)/R(0) with contacts: {mu_ratio*1e4:.0f} cm^2/Vs")
print(f"Mobility from R(1 T)-R(0) with contacts: {mu_slope*1e4:.0f} cm^2/Vs")
print(f"Fermi velocity: {fermi_velocity:.1e} m/s")
print(f"Fermi energy: {E_F/e*1e3:.1f} meV")
print(f"Thermal energy kT at 77 K: {k_B*temperature/e*1e3:.2f} meV")
print(f"tau ~ E, 77 K, 1 T: R/R0={uniform_mu[0]:.3f}, "
      f"rho_xx/rho_xx(0)={uniform_mu[1]:.3f}")
print(f"tau ~ 1/E, 77 K, 1 T: R/R0={spread_cold[0]:.3f}, "
      f"rho_xx/rho_xx(0)={spread_cold[1]:.3f}")
print(f"tau ~ 1/E, 300 K, 1 T: R/R0={spread_warm[0]:.3f}, "
      f"rho_xx/rho_xx(0)={spread_warm[1]:.3f}")
print(f"Puddles of +-{100*puddle_fraction:.0f} %, 1 T: R/R0={puddle_ratio:.3f}")
print(f"Landau level spacing at 1 T: {landau_gap/e*1e3:.2f} meV")
print(f"Thermal damping of quantum oscillations: {thermal_damping:.1e}")
print(f"Weak-localisation scale e^2/(pi h sigma0): {100*localisation:.2f} %")
print(f"Relaxation time: {tau*1e12:.3f} ps")
print(f"Mean free path: {free_path*1e6:.3f} um; "
      f"channel length: {r_out-r_in:.0f} um")
print(f"Radial field at inner contact, 1 T: {E_inner*1e-2:.3f} V/cm")
print(f"Energy gain over a mean free path: {E_inner*free_path*1e3:.4f} meV")
print("all good")
```

Output:

```
Sheet density: 2.00e+12 cm^-2
Mobility: 20000 cm^2/Vs
Inner, outer radius: 10, 40 um
Temperature: 77 K; current: 1.0 uA
Sheet conductivity at B=0: 6.409 mS
Longitudinal resistivity: 156.04 ohm per square
ln(b/a): 1.3863; ln(b/a)/(2 pi): 0.2206
B=0.00 T: mu*B=0.00, R=34.43 ohm, R/R0=1.000, elements 34.42 ohm
B=0.25 T: mu*B=0.50, R=43.03 ohm, R/R0=1.250, elements 43.03 ohm
B=0.50 T: mu*B=1.00, R=68.85 ohm, R/R0=2.000, elements 68.84 ohm
B=1.00 T: mu*B=2.00, R=172.14 ohm, R/R0=5.000, elements 172.11 ohm
sigma_xx at 1 T: 1.282 mS
sigma_yx at 1 T: 2.563 mS
Hall resistance B/(ne) at 1 T: 312.08 ohm
Bar at 1 T, elements: rho_xx=156.04 ohm per square
Bar at 1 T, elements: Hall resistance=312.07 ohm
Circulating current at 1 T: 0.441 uA
Same from elements: 0.441 uA
Radial-current heat / I^2 at 1 T, elements: 34.43 ohm
Hall-current heat / I^2 at 1 T, elements: 137.68 ohm
Inner contact moved by 15 um: R0=30.33 ohm, R(1 T)/R0=5.0000
Contact resistance x width: 200 ohm um
Total contact resistance: 3.98 ohm, 11.6 % of R0
Mobility from R(1 T)/R(0) with contacts: 18936 cm^2/Vs
Mobility from R(1 T)-R(0) with contacts: 19997 cm^2/Vs
Fermi velocity: 1.0e+06 m/s
Fermi energy: 165.0 meV
Thermal energy kT at 77 K: 6.64 meV
tau ~ E, 77 K, 1 T: R/R0=5.000, rho_xx/rho_xx(0)=1.000
tau ~ 1/E, 77 K, 1 T: R/R0=4.984, rho_xx/rho_xx(0)=1.017
tau ~ 1/E, 300 K, 1 T: R/R0=4.874, rho_xx/rho_xx(0)=1.221
Puddles of +-5 %, 1 T: R/R0=4.975
Landau level spacing at 1 T: 3.99 meV
Thermal damping of quantum oscillations: 3.6e-13
Weak-localisation scale e^2/(pi h sigma0): 0.19 %
Relaxation time: 0.330 ps
Mean free path: 0.330 um; channel length: 30 um
Radial field at inner contact, 1 T: 0.124 V/cm
Energy gain over a mean free path: 0.0041 meV
all good
```
